# Second derivative of the non-interacting kinetic energy and the Kohn-Sham response, part 1

(Sections cited here and not found follow in the second part.)

## Result

Hartree atomic units are used. For differentiable functionals and maps between functions,

$$\frac{\delta F[g[f]]}{\delta f(x)}=\int dy\,\frac{\delta F}{\delta g(y)}\,\frac{\delta g(y)}{\delta f(x)}, \tag{1}$$

and, if the map $f\mapsto g$ has a differentiable inverse,

$$\int dz\,\frac{\delta g(x)}{\delta f(z)}\frac{\delta f(z)}{\delta g(y)}=\int dz\,\frac{\delta f(x)}{\delta g(z)}\frac{\delta g(z)}{\delta f(y)}=\delta(x-y). \tag{2}$$

Let $T_s[n]$ be the non-interacting kinetic energy, $K(x,y)=\delta^2T_s/\delta n(x)\delta n(y)$, and $\chi_s(x,y)=\delta n(x)/\delta v(y)$ the static Kohn-Sham response. For a closed-shell system with a gap and a positive density on a connected domain, and for variations with $\int\delta n_1=\int\delta n_2=0$,

$$\iint \delta n_1(x)\,K(x,y)\,\delta n_2(y)\,dx\,dy=-\iint \delta n_1(x)\,\chi_s^{-1}(x,y)\,\delta n_2(y)\,dx\,dy. \tag{3}$$

In the continuum the variations must also lie in the range of $\chi_s$, with differentiability along them assumed; on a grid $\chi_s$ must have no zero mode besides the constant, which the listed conditions alone do not ensure. Both points are treated below. The pointwise equation $K=-\chi_s^{-1}$ is not true in general: $\chi_s$ annihilates constants and has only a restricted inverse, and $K$ is fixed only up to terms $g(x)+g(y)$.

## Definitions

The symbol $x$ denotes a point in one, two or three dimensions; the examples are one-dimensional. A functional $F$ is called differentiable at $f$ if

$$F[f+\eta]=F[f]+\int \frac{\delta F}{\delta f(x)}\,\eta(x)\,dx+o(\|\eta\|), \tag{4}$$

with a remainder that is small compared with $\|\eta\|$ uniformly in the direction of $\eta$. It is twice differentiable at $f$ if it is differentiable near $f$ and, for every $\zeta$, the integral $\int\zeta(x)\,\delta F/\delta f(x)\,dx$ changes by $\iint\zeta(x)F^{(2)}(x,y)\eta(y)\,dx\,dy+o(\|\eta\|)\,\|\zeta\|$ when $f$ changes by $\eta$, with a symmetric kernel $F^{(2)}$. The remainder in (4) is then $\tfrac12\iint\eta(x)F^{(2)}(x,y)\eta(y)\,dx\,dy+o(\|\eta\|^2)$. A map $f\mapsto g$ assigns a functional $g(y)[f]$ to each point $y$, and its derivative is the kernel $\delta g(y)/\delta f(x)$. The map is called differentiable if the linear part of its change has a norm of at most a constant times $\|\eta\|$ and the remainder, taken as a function of $y$, has a norm $o(\|\eta\|)$. Differentiability at each $y$ separately is not enough in the continuum: for $g(y)=\sin^2(a/y)$ with $a=\int f$ and $0<y<1$, every $\delta g(y)/\delta f(x)$ vanishes at $a=0$, yet $\int g\,dy\approx\pi|a|/2$ for small $a$. For the identity map, $g(y)$ changes by $\eta(y)=\int\delta(y-x)\eta(x)dx$, so $\delta g(y)/\delta g(x)=\delta(y-x)$.

On a grid of $M$ points with spacing $h$ in one dimension, $\int dx$ becomes $h\sum_i$. Comparison of (4) with $\sum_i(\partial F/\partial f_i)\eta_i$ gives $\delta/\delta f(x_i)=h^{-1}\partial/\partial f_i$ and $\delta(x_i-x_j)=\delta_{ij}/h$, and the volume is $\Omega=Mh$. On a grid (1) and (2) are the chain rule and the inverse rule for Jacobian matrices.

## Chain rule

Change $f$ to $f+\epsilon\eta$. Since the map is differentiable, with a remainder that is small in norm,

$$g[f+\epsilon\eta](y)=g(y)+\Delta(y),\qquad \Delta(y)=\epsilon\int dx\,\frac{\delta g(y)}{\delta f(x)}\eta(x)+o(\epsilon).$$

By (4) applied to $F$,

$$F[g+\Delta]-F[g]=\int dy\,\frac{\delta F}{\delta g(y)}\Delta(y)+o(\|\Delta\|)=\epsilon\int dx\left[\int dy\,\frac{\delta F}{\delta g(y)}\frac{\delta g(y)}{\delta f(x)}\right]\eta(x)+o(\epsilon).$$

The remainder is $o(\epsilon)$ because $\|\Delta\|$ is of order $\epsilon$. Uniformity in the direction is needed here, since the direction of $\Delta$ changes with $\epsilon$. The bracket multiplies an arbitrary $\eta$, so it is the derivative of the composite functional, which is (1). The integration runs over the argument of the intermediate function $g$, and for an asymmetric kernel the order of arguments matters. The program tests (1) against finite differences for the map $g=f+\int k f^3$ with an asymmetric $k$ on 29 points. The largest absolute error is $1.6\times10^{-8}$, and it becomes $0.630$ when the kernel is transposed.

At second order, let $F$ be twice differentiable and take a twice differentiable path $g_\epsilon=g+\epsilon g_1+\tfrac12\epsilon^2g_2+o(\epsilon^2)$ and insert $\Delta=\epsilon g_1+\tfrac12\epsilon^2g_2$ in the second-order expansion. The terms in $\epsilon^2$ are $\tfrac12\int F^{(1)}g_2$ from the linear part, with $F^{(1)}=\delta F/\delta g$, and $\tfrac12\iint g_1F^{(2)}g_1$ from the quadratic part. Hence

$$\frac{d^2F[g_\epsilon]}{d\epsilon^2}\Big|_0=\iint g_1(x)F^{(2)}(x,y)g_1(y)+\int F^{(1)}(x)\,g_2(x). \tag{5}$$

The second derivative along a path measures $F^{(2)}$ alone only if the path is straight ($g_2=0$) or the last integral vanishes.

## Inverse rule

Let $f[g]$ be a differentiable inverse of $g[f]$. The identity $g(x)[f[g]]=g(x)$ holds for all $g$ near the point considered. Differentiating its left side with (1) and its right side as the identity map gives the first form of (2). The identity $f(x)[g[f]]=f(x)$ gives the second form in the same way. For the test map, with the inverse found by iteration and differentiated numerically, both products reproduce the unit matrix to $3.8\times10^{-10}$.

The second form contains a necessary condition. If $\int dy\,(\delta g(z)/\delta f(y))\,\eta(y)=0$ for some $\eta\neq0$, then multiplying the second form by $\eta(y)$ and integrating gives $0=\eta(x)$, a contradiction. A map whose derivative has a zero mode has no differentiable inverse, and (2) can hold only after that mode is removed.

## The map from potential to density

Consider $N$ non-interacting electrons in a potential $v$ on a connected domain of finite volume $\Omega$. The real orthonormal orbitals obey $(-\tfrac12\nabla^2+v)\phi_p=\varepsilon_p\phi_p$ and form a complete set. The lowest $N/2$, labelled $i,j$, are doubly occupied; the others are labelled $a$. A gap is assumed, $\varepsilon_a>\varepsilon_i$ for all $a,i$, so that the ground state is a single non-degenerate determinant, with

$$n=2\sum_i\phi_i^2,\qquad E[v]=2\sum_i\varepsilon_i .$$

The density is assumed positive inside the domain.

Change $v$ by $\delta v$, choosing degenerate occupied orbitals so that $\delta v$ is diagonal among them. To first order the orbital equation gives

$$(-\tfrac12\nabla^2+v-\varepsilon_i)\,\delta\phi_i=(\delta\varepsilon_i-\delta v)\,\phi_i .$$

Projection on $\phi_i$ makes the left side vanish, so $\delta\varepsilon_i=\int\phi_i^2\,\delta v$. Summing with the factor 2,

$$\frac{\delta E}{\delta v(x)}=n(x). \tag{6}$$

Projection on $\phi_a$ gives $(\varepsilon_a-\varepsilon_i)\langle a|\delta\phi_i\rangle=-\langle a|\delta v|i\rangle$, and the gap allows division. The density change is $\delta n=4\sum_i\phi_i\,\delta\phi_i$. The occupied components $U_{ji}=\langle j|\delta\phi_i\rangle$ obey $U_{ji}+U_{ij}=\delta\langle i|j\rangle=0$, so their contribution $4\sum_{ij}\phi_i\phi_jU_{ji}$ is the sum of a symmetric times an antisymmetric array and vanishes. The virtual components leave

$$\chi_s(x,y)=4\sum_{i,a}\frac{\phi_i(x)\phi_a(x)\,\phi_i(y)\phi_a(y)}{\varepsilon_i-\varepsilon_a}. \tag{7}$$

The 4 is a factor 2 for spin times a factor 2 from differentiating $\phi_i^2$. The kernel is symmetric.

The program's test system has four electrons between walls at $\pm3$ bohr, with $v=0.3x+0.5\sin(1.3x)$ hartree, $h=0.2$ bohr and $\Omega=5.80$ bohr. Its lowest levels on this grid are $-0.38767$, $0.63705$ and $1.38519$ hartree. The grid is coarse and serves to test identities that hold on any grid, so the numbers quoted for it are not continuum values: at $h=0.025$ bohr the levels shift by up to $0.011$ hartree, and the mixed curvature quoted below by about 2%. Finite differences confirm (6) and (7) to absolute errors of $9.8\times10^{-10}$ and $3.0\times10^{-10}$ atomic units.

## Null space and restricted inverse

For a continuous function $w$, (7) gives

$$\iint w\,\chi_s\,w=-4\sum_{i,a}\frac{\langle i|w|a\rangle^2}{\varepsilon_a-\varepsilon_i}\le0. \tag{8}$$

A constant $w$ has $\langle i|w|a\rangle=0$ by orthogonality, so $\chi_s$ annihilates it: a shift of the potential leaves the density unchanged. By symmetry $\int\chi_s(x,y)\,dx=0$ as well, so every induced $\delta n$ conserves $N$.

Conversely, let $\chi_sw=0$. Then (8) vanishes, and since all terms have one sign, $\langle a|w|i\rangle=0$ for all $a,i$. Let $\Gamma$ be the projector on the occupied orbitals, with kernel $\gamma(x,y)=\sum_i\phi_i(x)\phi_i(y)$. By completeness $1-\Gamma$ projects on the virtual orbitals, so the condition reads $(1-\Gamma)w\Gamma=0$, and its transpose is $\Gamma w(1-\Gamma)=0$. Thus $w\Gamma=\Gamma w\Gamma=\Gamma w$, which in terms of kernels is

$$[w(x)-w(y)]\,\gamma(x,y)=0 .$$

Because $\gamma(x,x)=n(x)/2>0$ and $\gamma$ is continuous, $\gamma(x,y)\ne0$ for $y$ near $x$, so $w(y)=w(x)$ there. A locally constant function on a connected domain is constant. On a grid the same conclusion follows if $\gamma(x_i,x_{i+1})\neq0$ for all neighbours, which the program asserts for the test system. Connectedness is essential: if the domain consists of two pieces, the Hamiltonian does not connect them and every orbital can be chosen to lie in a single piece. A function $w$ with a different constant value on each piece then has $\langle a|w|i\rangle=0$, by orthogonality if $a$ and $i$ lie in the same piece and because $\phi_a\phi_i=0$ otherwise, so it is a second zero mode. The program counts one zero mode for the test system and two for four electrons in $v=0.1x$ hartree on the same grid with one bond cut, the density being positive on both pieces.

Expand the symmetric kernel in orthonormal eigenfunctions, $\chi_s=\sum_k\lambda_ku_k(x)u_k(y)$, with $u_0=\Omega^{-1/2}$, $\lambda_0=0$ and $\lambda_k<0$ for $k\ge1$. Define

$$\chi_s^{-1}(x,y)=\sum_{k\ge1}\lambda_k^{-1}u_k(x)u_k(y).$$

Orthonormality gives $\int\chi_s\chi_s^{-1}=\sum_{k\ge1}u_k(x)u_k(y)$, and completeness of the $u_k$ turns this into

$$\int dz\,\chi_s(x,z)\,\chi_s^{-1}(z,y)=\delta(x-y)-\frac1\Omega\equiv P(x,y). \tag{9}$$

$P$ subtracts the mean of a function, and $P\chi_s^{-1}P=\chi_s^{-1}$ because $u_0$ is absent from the sum. Equation (9) is the inverse rule (2) for the map from potentials modulo constants to densities of fixed $N$. Solving $\delta n=\chi_s\,\delta v$ gives

$$\delta v=\chi_s^{-1}\delta n+c, \tag{10}$$

with an arbitrary constant $c$.

On a grid the gap makes $n[v]$ smooth, and if $\gamma\neq0$ between all neighbours, its Jacobian is invertible on zero-mean functions. In two dimensions this condition can fail despite a gap and a positive density. Take four electrons on $2\times2$ points with $v=0$ and a smaller spacing within the columns than between them. The two occupied orbitals are then the ones even within each column, and they span the same space as one orbital per column. Hence $\gamma=0$ between the columns, and a small potential difference between them leaves the density unchanged. Where the condition holds, the Jacobian is invertible as stated. The inverse function theorem then guarantees that every density of the same $N$ near $n$ is a ground-state density, with a smooth potential $v[n]$ unique up to a constant. In the continuum $\chi_s^{-1}$ is unbounded, as the one-orbital case below shows explicitly. There the results hold for $\delta n$ in the range of $\chi_s$, and differentiability along such directions, in a suitably strong norm, is an assumption. The norm $(\int\delta n^2)^{1/2}$ is too weak: for one orbital, a ripple $\delta n=\delta\,n\cos qx$ with $q=1/\delta$ has a vanishing norm as $\delta\to0$ but changes $T_s$ by a finite amount, because its gradient does not become small.

For the test system the nonzero eigenvalues run from $-0.96219$ to $-1.565\times10^{-4}$ (hartree bohr)$^{-1}$ on this grid. Under refinement the first moves to about $-0.948$, while the second tends to zero, falling by a factor of about 16 at each halving of $h$, in line with the unbounded inverse in the continuum. The program inverts densities numerically without using (7) and differentiates $v[n]$ with a fourth-order formula. The result equals $\chi_s^{-1}$ to $1.4\times10^{-9}$ relative to its largest element, and its product with $\chi_s$ equals the matrix of $P$ to $4.2\times10^{-9}$.

## First derivative of $T_s$

$T_s[n]$ is the minimum of $\langle\Phi|\hat T|\Phi\rangle$ over $N$-electron determinants $\Phi$ with density $n$. For any such $\Phi$ and any $v$, the variational principle gives $\langle\Phi|\hat T|\Phi\rangle+\int vn\ge E[v]$, so

$$T_s[n]\ge E[v]-\int v\,n .$$

If $n=n[v]$, the ground-state determinant is one of the competitors and reaches the bound. Therefore

$$T_s[n[v]]=E[v]-\int v(y)\,n[v](y)\,dy. \tag{11}$$

Differentiate with respect to $v(x)$. The left side follows from (1). On the right, (6) gives $n(x)$, and the product rule gives two terms:

$$\int dy\,\frac{\delta T_s}{\delta n(y)}\chi_s(y,x)=n(x)-n(x)-\int dy\,v(y)\chi_s(y,x).$$

The terms $n(x)$ cancel, so $\chi_s$, being symmetric, annihilates $\delta T_s/\delta n+v$. This function is then a constant,

$$\frac{\delta T_s}{\delta n(x)}=\mu-v[n](x), \tag{12}$$

where $v[n]$ is the Kohn-Sham potential of the density $n$. The constant $\mu$ is not determined by densities of fixed $N$, and it drops out of $\delta T_s=-\int v\,\delta n$ when $\int\delta n=0$.

The response $\chi_s$ now has an inverse restricted to zero-mean functions, and the first derivative of $T_s$ is $\mu-v[n]$, with a constant $\mu$ that fixed $N$ leaves undetermined. It remains to differentiate once more to prove (3), to settle what the kernel $K$ means pointwise, and to test the result on examples.

All numerical values are calculated from the stated model.
